# The LNV gradient at an idempotent density matrix and simplified minimization, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one level to the simplified gradient

### The decision

A density-matrix minimization lowers the energy by moving a matrix \(P\) along a search direction. Before each move one must decide whether the chemical potential \(\mu\) has to be adjusted to hold the electron number. If it does, a search for \(\mu\) may be needed inside the line search. If it does not, the step needs just the Hamiltonian and the present density matrix.

The first question is whether \(\mu\) enters the gradient. That depends on whether \(P\) is idempotent, \(P^2=P\), when the gradient is formed. If it is, the gradient of the Li–Nunes–Vanderbilt (LNV) function is

\[
G=PH+HP-2PHP ,
\]

which has zero trace and contains no \(\mu\). This expression is called the simplified gradient below. If \(P\) is not idempotent, both properties can fail, and the matrix should be purified before this formula is used.

### Conventions

The basis is orthonormal, with \(M\) functions. The Hamiltonian \(H\) is Hermitian and fixed, as in a tight-binding model or in one cycle of a mean-field calculation. The matrix \(P\) is Hermitian, and an eigenvalue 1 means one electron in one state: the particles are spinless, or one spin channel is treated. At an idempotent matrix the electron number is \(N=\mathrm{Tr}\,P\).

The purification polynomial of McWeeny is

\[
f(x)=3x^2-2x^3 ,
\]

and the LNV function is

\[
\Omega(P)=\mathrm{Tr}\big[f(P)\,(H-\mu I)\big].
\]

The energy is thus evaluated with the purified matrix \(f(P)\), while \(P\) is the variable. The gradient \(\nabla\Omega\) is the Hermitian matrix for which

\[
d\Omega=\mathrm{Tr}(\nabla\Omega\,dP)
\]

for every Hermitian change \(dP\). Since \(P\) is dimensionless, the gradient is an energy.

### One level

Let there be one state of energy \(\varepsilon\) with occupation \(x\). Then

\[
\Omega=(3x^2-2x^3)(\varepsilon-\mu),\qquad
\frac{d\Omega}{dx}=6x(1-x)(\varepsilon-\mu).
\]

At \(x=0\) and at \(x=1\) the slope vanishes whatever \(\mu\) is. The polynomial is flat at these two occupations, so a small change of occupation does not alter the purified occupation to first order.

The chemical potential has not lost its role altogether. The second derivative is

\[
\frac{d^2\Omega}{dx^2}=(6-12x)(\varepsilon-\mu).
\]

At \(x=1\) it equals \(-6(\varepsilon-\mu)\), which is positive for \(\varepsilon<\mu\). A filled level below \(\mu\) is therefore a local minimum, and a filled level above \(\mu\) is a local maximum. In both cases the gradient is zero. A gradient method started with the wrong integer occupation of such an uncoupled level, an eigenstate of the Hamiltonian, receives no first-order signal that anything is wrong.

The minimum is local. For \(\varepsilon<\mu\) and \(x\to-\infty\), \(f(x)\to+\infty\), so \(\Omega\to-\infty\). Occupations must be kept near the interval from 0 to 1, a condition that returns below as a limit on the step length.

### Two sites

One level cannot show mixing between filled and empty states. Take two sites with energies \(-\Delta\) and \(+\Delta\) and a real coupling \(t\):

\[
H=\begin{pmatrix}-\Delta&t\\t&\Delta\end{pmatrix},\qquad
P=\begin{pmatrix}1&0\\0&0\end{pmatrix},\qquad
dP=\begin{pmatrix}a&b\\b&c\end{pmatrix}.
\]

Here \(a\) and \(c\) change the site occupations, and \(b\) mixes the sites. The first-order change of \(P^2\) is

\[
P\,dP+dP\,P=\begin{pmatrix}2a&b\\b&0\end{pmatrix}.
\]

For \(P^3\), the change \(dP\) can stand in any of three places. Using \(P^2=P\),

\[
P^2dP+P\,dP\,P+dP\,P^2
=\begin{pmatrix}2a&b\\b&0\end{pmatrix}
+\begin{pmatrix}a&0\\0&0\end{pmatrix}
=\begin{pmatrix}3a&b\\b&0\end{pmatrix}.
\]

Three times the first result minus twice the second gives

\[
df(P)=\begin{pmatrix}6a-6a&3b-2b\\3b-2b&0\end{pmatrix}
=\begin{pmatrix}0&b\\b&0\end{pmatrix}.
\]

Purification removes the occupation changes \(a\) and \(c\) to first order and passes the mixing \(b\) unchanged. Consequently

\[
d\Omega=\mathrm{Tr}\big[df(P)(H-\mu I)\big]=2tb .
\]

The diagonal matrix \(\mu I\) does not couple to an off-diagonal change, so \(\mu\) has dropped out. The gradient that gives \(2tb\) for all \(a,b,c\) is

\[
\nabla\Omega=\begin{pmatrix}0&t\\t&0\end{pmatrix}.
\]

It agrees with \(PH+HP-2PHP\): the upper left element is \(-\Delta-\Delta+2\Delta=0\), the lower right is zero, and each off-diagonal element is \(t\). In the limit \(t\to0\) the gradient vanishes, as it should, because \(P\) then projects on an eigenstate.

### Any Hermitian matrix

Now let \(P\) be any Hermitian matrix, and write \(H'=H-\mu I\). Matrices need not commute, so the order of factors is kept:

\[
d\Omega=3\,\mathrm{Tr}\big[(dP\,P+P\,dP)H'\big]
-2\,\mathrm{Tr}\big[(dP\,P^2+P\,dP\,P+P^2dP)H'\big].
\]

A trace is unchanged when its last factor is moved to the front. This allows \(dP\) to be brought to the end of each term:

\[
\begin{aligned}
\mathrm{Tr}(dP\,P\,H')&=\mathrm{Tr}(PH'\,dP), &
\mathrm{Tr}(P\,dP\,H')&=\mathrm{Tr}(H'P\,dP),\\
\mathrm{Tr}(dP\,P^2H')&=\mathrm{Tr}(P^2H'\,dP), &
\mathrm{Tr}(P\,dP\,P\,H')&=\mathrm{Tr}(PH'P\,dP),\\
\mathrm{Tr}(P^2dP\,H')&=\mathrm{Tr}(H'P^2\,dP). &&
\end{aligned}
\]

Collecting the factors in front of \(dP\) gives

\[
\nabla\Omega=3(PH'+H'P)-2(P^2H'+PH'P+H'P^2).
\]

For a single level this reduces to \(6x\varepsilon'-6x^2\varepsilon'\) with \(\varepsilon'=\varepsilon-\mu\), the slope found above. In a numerical test with random complex Hermitian matrices of dimension seven, the formula agreed with derivatives taken entry by entry from the definition of \(\Omega\).

### The idempotent case

Set \(P^2=P\) in the last bracket:

\[
\nabla\Omega=3(PH'+H'P)-2(PH'+H'P)-2PH'P
=PH'+H'P-2PH'P .
\]

The part containing \(\mu\) is

\[
-\mu P-\mu P+2\mu P^2=-2\mu(P-P^2)=0 .
\]

What remains is

\[
\boxed{\;\nabla\Omega\big|_{P^2=P}=G=PH+HP-2PHP\;}
\]

Its trace follows from cyclicity and a second use of idempotency:

\[
\mathrm{Tr}\,G=2\,\mathrm{Tr}(PH)-2\,\mathrm{Tr}(PHP)
=2\,\mathrm{Tr}(PH)-2\,\mathrm{Tr}(P^2H)=0 .
\]

The value of \(\Omega\) still depends on \(\mu\): at an idempotent matrix \(\Omega=\mathrm{Tr}(PH)-\mu N\). The gradient does not, because the purified electron number \(\mathrm{Tr}\,f(P)\) is stationary there. Indeed,

\[
d\,\mathrm{Tr}\,f(P)=6\,\mathrm{Tr}\big[(P-P^2)\,dP\big],
\]

which vanishes for every \(dP\) when \(P^2=P\).

### What happens away from idempotency

Define the idempotency error \(D=P-P^2\), so that \(P^2=P-D\). Insert this into the general gradient:

\[
\begin{aligned}
\nabla\Omega
&=3(PH'+H'P)-2(PH'+H'P)+2(DH'+H'D)-2PH'P\\
&=PH'+H'P-2PH'P+2(DH'+H'D).
\end{aligned}
\]

The first three terms contribute \(-2\mu(P-P^2)=-2\mu D\), and the last bracket contributes \(-4\mu D\). Therefore

\[
\nabla\Omega=PH+HP-2PHP+2(DH+HD)-6\mu D .
\]

The dependence on \(\mu\) is carried by \(-6\mu D\). It is absent if and only if \(D=0\), so idempotency is both sufficient and necessary for a gradient free of \(\mu\).

The trace also changes. The simplified expression now has

\[
\mathrm{Tr}(PH+HP-2PHP)=2\,\mathrm{Tr}(PH)-2\,\mathrm{Tr}(P^2H)=2\,\mathrm{Tr}(DH),
\]

and the full gradient has

\[
\mathrm{Tr}\,\nabla\Omega=2\,\mathrm{Tr}(DH)+4\,\mathrm{Tr}(DH)-6\mu\,\mathrm{Tr}D
=6\,\mathrm{Tr}\big[D(H-\mu I)\big].
\]

A small case shows the size of the effect. Take four sites with energies \(-1,+1,-1,+1\) eV and hopping \(-1\) eV between neighbours. Give each low site the occupation 0.9 and leave the high sites empty. On a low site \(D\) has the diagonal element \(0.9-0.9^2=0.09\), and its other elements are zero. Hence

\[
\mathrm{Tr}\,\nabla\Omega=6\times2\times0.09\,(-1\ \mathrm{eV}-\mu).
\]

This is \(-1.08\) eV for \(\mu=0\) and \(-1.62\) eV for \(\mu=0.5\) eV. The simplified expression has the trace \(2\times2\times0.09\times(-1)=-0.36\) eV. It contains no \(\mu\), but it is neither traceless nor the LNV gradient of this matrix. A step along it would change \(\mathrm{Tr}\,P\).

With both low occupations restored to 1, \(D=0\). Numerical gradients at \(\mu=0\) and \(\mu=0.5\) eV then differ by at most \(1.0\times10^{-8}\) eV. This remainder comes from the central difference. If a diagonal element is displaced by \(\pm h\), the cubic term of \(\Omega\) adds \(-2h^2(H_{ii}-\mu)\) to the estimated slope. A change of \(\mu\) by 0.5 eV alters it by \(2h^2\times0.5\) eV, which is \(10^{-8}\) eV for the displacement \(h=10^{-4}\) used.

### The geometry behind the result

Let \(P\) again be idempotent, and let \(Q=I-P\) project on the empty states. Then \(Q^2=Q\) and \(PQ=QP=0\). Expanding \(Q\) gives

\[
PHQ+QHP=(PH-PHP)+(HP-PHP)=G .
\]

The gradient is the part of \(H\) that couples filled and empty states. The filled–filled and empty–empty blocks are absent, which makes the zero trace visible.

These couplings are also the directions in which a projector can move. Differentiating \(P^2=P\) gives \(P\,dP+dP\,P=dP\). Multiplication by \(P\) on both sides gives \(2P\,dP\,P=P\,dP\,P\), so \(P\,dP\,P=0\). Multiplication by \(Q\) on both sides gives \(Q\,dP\,Q=0\). A first-order change that preserves idempotency therefore has no diagonal blocks and no trace. In such a direction the energy changes by

\[
d\,\mathrm{Tr}(PH)=\mathrm{Tr}(H\,dP)=\mathrm{Tr}(G\,dP),
\]

since the diagonal blocks of \(H\) have zero trace with \(dP\). The LNV gradient thus gives the slope of the ordinary energy within the set of projectors.

A third form is a double commutator:

\[
[P,[P,H]]=P(PH-HP)-(PH-HP)P=PH-2PHP+HP=G .
\]

To measure its size, insert \(I=P+Q\) into the inner commutator:

\[
K=[P,H]=PH(P+Q)-(P+Q)HP=PHQ-QHP .
\]

Since \(K^\dagger=-K\),

\[
K^\dagger K=-K^2=PHQHP+QHPHQ=G^2 .
\]

Taking the trace gives \(\mathrm{Tr}\,G^2=\|[P,H]\|^2\), where the norm is the root of the summed squared moduli of the elements. Hence \(G=0\) if and only if \(P\) commutes with \(H\).

This is a condition for stationarity, not for the ground state. A projector on any chosen set of eigenvectors commutes with \(H\), including one that fills an excited level and leaves a lower one empty. A numerical test with eigenvectors 1, 3 and 6 of a random Hamiltonian, counted from the lowest, gave a vanishing \(G\). A small gradient must therefore be read together with the electron number and, where there is doubt, with the order of the levels.

## Second half: from the gradient to a step at fixed electron number

### Symbols and results carried over

The Hamiltonian \(H\) is fixed and the basis orthonormal. The starting matrix satisfies \(P^2=P\) and \(\mathrm{Tr}\,P=N\), and \(Q=I-P\). The McWeeny polynomial is \(f(x)=3x^2-2x^3\), and \(\Omega(P)=\mathrm{Tr}[f(P)(H-\mu I)]\). At the starting matrix the gradient is

\[
G=PH+HP-2PHP=PHQ+QHP,\qquad \mathrm{Tr}\,G=0 .
\]

It is free of \(\mu\), and it vanishes if and only if \(P\) commutes with \(H\).

These are statements about one point. A line search visits points at a finite distance, where the matrix is no longer idempotent. Whether \(\mu\) stays out of the search must be shown separately.

### Two sites at a finite step

Return to the two sites with energies \(\mp\Delta\) and coupling \(t\), starting with the low site filled. A step of length \(\lambda\) against the gradient gives

\[
X=P-\lambda G=\begin{pmatrix}1&-\lambda t\\-\lambda t&0\end{pmatrix}.
\]

Here \(\lambda\) has the unit of an inverse energy. The eigenvalues have the sum 1 and the product \(-\lambda^2t^2\), so they solve \(x^2-x-\lambda^2t^2=0\):

\[
x_\pm=\tfrac12\pm\sqrt{\tfrac14+\lambda^2t^2}.
\]

One occupation rises above 1, and the other falls below 0 by the same amount. The polynomial respects this symmetry:

\[
\begin{aligned}
f(1-x)&=3(1-2x+x^2)-2(1-3x+3x^2-x^3)\\
&=1-3x^2+2x^3=1-f(x).
\end{aligned}
\]

The two purified occupations therefore still add up to 1. The electron number is conserved at any step length, not merely to first order.

### The general line

Take any idempotent \(P\). Since \(PQ=0\), multiplication gives \(PG=PHQ\) and \(GP=QHP\), hence

\[
PG+GP=G .
\]

With \(X=P-\lambda G\),

\[
X^2=P-\lambda(PG+GP)+\lambda^2G^2=X+\lambda^2G^2 ,
\]

so that

\[
X^2-X=\lambda^2G^2 .
\]

Idempotency is lost at second order in the step.

To find the occupations, use the singular-value decomposition of the coupling block \(QHP\). It supplies orthonormal filled vectors \(u_i\), orthonormal empty vectors \(v_i\), and numbers \(s_i\ge0\) such that

\[
Gu_i=s_iv_i,\qquad Gv_i=s_iu_i .
\]

In each pair \((u_i,v_i)\), \(X\) is the two-site matrix with \(t\) replaced by \(s_i\). Its eigenvalues are

\[
x_{i\pm}=\tfrac12\pm\sqrt{\tfrac14+\lambda^2s_i^2}.
\]

There are as many pairs as the smaller of \(N\) and \(M-N\). The vectors left over have occupation 1 if they are filled and 0 if they are empty. Since \(f(1)=1\) and \(f(0)=0\), purification does not change them. Each pair keeps the sum 1, and therefore

\[
\mathrm{Tr}\,f(P-\lambda G)=N .
\]

The same argument applies to \(f(f(X))\) and to every further purification. It follows that

\[
\Omega(P-\lambda G)=\mathrm{Tr}[f(P-\lambda G)H]-\mu N .
\]

Along the whole line \(\mu\) adds a constant, so the best step does not depend on it. Numerical tests on a random complex Hamiltonian confirmed the eigenvalues and the traces after one and two purifications at three step lengths.

At an idempotent \(P\) the gradient is free of \(\mu\), and along the whole line \(P-\lambda G\) the purified electron number stays at \(N\), so the best step does not depend on \(\mu\) either. What remains is to find the energy along this line, the best step length, and the limit within which repeated purification can be trusted.
